Critical and Koehler illumination: equal mask coherence from a large incoherent source, part 2

Two points x₁ and x₂ of a photomask, with Δ = x₁ − x₂, are lit through a condenser at wavelength λ. Their degree of coherence μ is the mutual intensity J(x₁,x₂) divided by √[J(x₁,x₁) J(x₂,x₂)]. Critical illumination images an incoherent source on the mask; in Koehler illumination each source point gives a plane wave there. How large must the critical source be for μ to approach its Koehler value despite aberrations?

The condenser passes frequencies |f| ≤ f_c = NA/λ. Its pupil function is P = A exp(2πiW), with W in waves; ρ = |f|/f_c, and θ is the angle between f and Δ. The source image has brightness I(s), equal to I₀ where uniform. Then

K(u) = ∫ P(f) exp(2πi f·u) d²f. (12)

J(x₁,x₂) = ∫ I(s) K(x₁ − s) K*(x₂ − s) d²s. (14)

J = ∬ Î(f − f′) P(f)P*(f′) exp[2πi(f·x₁ − f′·x₂)] d²f d²f′, (25)

Î(g) = ∫ I(s) exp(−2πi g·s) d²s. (26)

For an unbounded uniform source W cancels (Lemma 4), and μ becomes μ₀, the normalized transform of A². For constant A, μ₀ = 2J₁(v)/v with v = 2πf_c|Δ|; the disc's unnormalized transform is 2πf_c²J₁(v)/v (Lemma 3). The Bessel functions obey

J₀(t) = Σₘ (−1)ᵐ (t/2)^{2m}/(m!)²,
J₁(t) = Σₘ (−1)ᵐ (t/2)^{2m+1}/[m!(m+1)!], (22)

d(tJ₁)/dt = 2 Σₘ (−1)ᵐ (t/2)^{2m+1}/(m!)² = tJ₀. (23)

A uniform source disc of radius R divides the aperture into coherent patches of width 0.61/R (Remark 1). Let N = ∫ |K(u)|² d²u, and let D < 1 be the larger fraction of full intensity lost at the two mask points because the source is finite. Then

|μ − μ₀| ≤ 2D/(1 − D). (36)

The apodized pupil in the computed results has A² = 1 − ρ², which gives

μ₀ = 8J₂(v)/v². (30)

The example has λ = 365 nm, NA = 0.06 and |Δ| = 3000 nm.

**The loss for an unaberrated condenser**

For constant A = 1 and W = 0, Lemma 3 gives K(u) = 2πf_c²J₁(t)/t with t = 2πf_c|u|, while N = πf_c². For a mask point at the centre of a source disc of radius R, the missing fraction is

D = (2π/N) ∫_R^∞ |K(u)|² u du. (37)

Since u du = t dt/(4π²f_c²), the factors combine as

(2π/πf_c²) · 4π²f_c⁴ · 1/(4π²f_c²) = 2, (38)

and D = 2∫J₁²(t)dt/t from v_R = 2πf_cR to infinity. The series (22) gives dJ₀/dt = −J₁, and equation (23) gives dJ₁/dt = J₀ − J₁/t. Hence

d(J₀² + J₁²)/dt = −2J₀J₁ + 2J₁J₀ − 2J₁²/t = −2J₁²/t. (39)

Both functions vanish at infinity, so

D = J₀²(v_R) + J₁²(v_R). (40)

For large t, J₀ and J₁ approach √(2/πt) times the cosine and sine of t − π/4. Their squares add to

D ≈ 2/(πv_R). (41)

The loss falls slowly, as 1/R, because the sharp edge of the aperture sends a weak tail of light far from the image point.

**Direct sums with aberrations**

Equation (14) was summed over source points on a square grid of step 1500 nm inside a disc of radius 90000 nm, with λ/NA = 6083.3 nm and a mask separation of 3000 nm. The limit is μ₀ = 0.1946.

- Without aberration, μ = 0.1979.
- With three waves of defocus, W = 3ρ², μ = 0.1986.
- With W = ρ⁴ + 0.8ρ³cosθ + 0.6ρ²cos2θ, which mixes spherical aberration, coma and astigmatism, the real part is 0.1986 and the imaginary part −0.0002.

The unaberrated condenser misses the limit by 0.0033, so most of the difference belongs to the finite source and is present without any aberration. The losses at the centre are 0.0069, 0.0083 and 0.0076 in the same order; equation (40) gives 0.0069 for the first. With D = 0.0083, the bound (36) is about 0.017, well above the actual differences. For separations of 1500, 3000, 4500 and 9000 nm and all three condensers, the largest difference from μ₀ was 0.0040, and the bound held in each case.

**Lemma 6: rays traced back to the source**

The bound does not show directly how an aberration enlarges the source that is needed. For that, introduce the mean and the difference of the two frequencies in equation (25):

f = G + g/2, f′ = G − g/2. (42)

The area element is unchanged, because the determinant of this substitution has modulus one in each dimension. With X = (x₁ + x₂)/2,

f·x₁ − f′·x₂ = G·Δ + g·X. (43)

A large, smooth source makes Î(g) narrow, so g is small. The even terms cancel in the difference of the two wavefront errors:

W(G + g/2) − W(G − g/2) = g·∇W(G) + terms of third order in g. (44)

Keep the first term and replace A(f)A(f′) by A²(G). The integral over g is then an inverse Fourier transform:

∫ Î(g) exp{2πi g·[X + ∇W(G)]} d²g = I(X + ∇W(G)). (45)

This leaves

J ≈ ∫ A²(G) I(X + ∇W(G)) exp(2πi G·Δ) d²G. (46)

The gradient with respect to frequency is a length. In terms of the relative pupil radius, its size is (λ/NA)|dW/dρ| for a rotationally symmetric error. It is the ray aberration: light that reaches X through pupil point G started from the source-image point X + ∇W(G). ∎

Equation (46) gives the practical meaning of "sufficiently large". If each backward ray meets the same brightness, I comes out of the integral and W disappears. If some rays miss the source, the corresponding parts of the aperture are dark as seen from the mask, and μ changes. The approximation requires 1/R to be small compared with f_c, and the third-order phase to be small over the width of Î. For defocus and astigmatism W is quadratic and the third-order term is zero, but the treatment of the aperture edge remains approximate.

The coherent patches of Remark 1 give a related but stricter condition. Across a patch of width 0.61/R the wavefront error changes by about 0.61|∇W|/R waves. This is small when the ray aberration is much smaller than R, which is more than a uniform disc needs. For a disc of radius 365000 nm in the example below, defocus with a ray aberration of 0.8R changes the wavefront by about half a wave across a patch, yet μ differs from μ₀ by only 0.0023; at 1.2R, where the outer rays miss the source, the difference is 0.17.

A Gaussian source tests equation (46) where the aberration matters. Let the brightness be exp(−2|s − c|²/w²), with w = 36500 nm and c displaced by 12167 nm along the direction from x₂ to x₁. Take one wave of spherical aberration, W = ρ⁴, and mask points 1500 nm on either side of the origin. The direct sum gives μ = 0.2420 + 0.1297i, and equation (46) gives 0.2345 + 0.1374i. They differ by 0.011, while the direct value differs from μ₀ by 0.138. The ray formula therefore reproduces the effect with an error of 8 percent of its size. The positive imaginary part needs both the displacement and the aberration: the ray aberration sends backward rays from one side of the aperture towards the bright centre of the source. Without aberration K is real and so is μ, and reversing the sign of either the displacement or W reverses the imaginary part.

**Worked example**

Take λ = 365 nm, NA = 0.06 at the mask, and |Δ| = 3000 nm. Then

λ/NA = 365 nm/0.06 = 6083.3 nm,
v = 2π × 3000/6083.3 = 3.0986,
μ₀ = 2J₁(3.0986)/3.0986 = 0.1946. (47)

A numerical evaluation of the Koehler Fresnel integral, followed by the sum over its source disc, also gives 0.1946. The first zero of μ₀ is at

|Δ| = 3.8317 × 6083.3 nm/(2π) = 3710 nm. (48)

Let the critical condenser have five waves of spherical aberration, W = 5ρ⁴. The slope dW/dρ = 20ρ³ reaches 20 at the rim, so the largest ray aberration is

20 × 6083.3 nm = 121667 nm. (49)

A source image of radius 3000000 nm is 25 times larger. Here v_R = 3098.6, and equation (41) gives D ≈ 2/(π × 3098.6) = 2.05 × 10⁻⁴ without aberration. Radial integration of the point response gives 2.055 × 10⁻⁴ without aberration and 2.058 × 10⁻⁴ with it. For points this close to the centre, equation (36) bounds the change of μ by about 4.1 × 10⁻⁴, which is 0.2 percent of μ₀. The actual change may be smaller.

Now reduce the source-image radius to 30000 nm and hold everything else fixed. From the mask centre, a backward ray at pupil radius ρ meets the source if

121667ρ³ ≤ 30000, or ρ ≤ (0.2466)^{1/3} = 0.627. (50)

The outer part of the aperture is dark, and equation (46) becomes the transform of a smaller disc. Its argument is 0.627 × 3.0986 = 1.943, so μ ≈ 2J₁(1.943)/1.943 = 0.597. The direct sum on the grid gives 0.593; a continuous source disc gives 0.594. An unaberrated condenser with the same small source gives 0.205. The aberration has nearly tripled μ, because this source is smaller than the ray aberration. The ray formula also predicts that the mask intensity falls to 0.627² = 0.39 of its full value.

**When the aberration varies over the mask**

Suppose that W depends on the mask point as well as on f. In Lemma 4 the two phases then do not cancel, and for an unbounded source

J = I₀ ∫ A²(f) exp{2πi[W(f,x₁) − W(f,x₂)]} exp(2πi f·Δ) d²f. (51)

Since |exp(iα) − 1| ≤ |α| for real α, the change of μ is at most 2π times the largest difference in W, in waves. In this model what matters is the change of the aberration between the two points, not its size. If the coefficient of ρ⁴ drifts by five waves over 3000000 nm, it changes by 5 × 3000/3000000 = 0.005 waves between the example's points. The bound is 0.031, and the integral gives a change of 0.0011. Both numbers belong to equation (51), which ties W to the mask point and keeps A fixed. If the same drift is tied to the source point instead, a direct sum over source points gives a change of about 0.007, almost wholly imaginary, whether the mean aberration is zero or five waves. The size of the effect therefore depends on how the aberration varies over the field.

**The example beside an i-line stepper**

The parameters are roughly those of an i-line 5x reduction stepper. A wafer-side aperture near 0.5, filled to about 0.6 by the illumination, gives 0.5 × 0.6/5 = 0.06 at the mask, where 3000 nm corresponds to 600 nm on the wafer. The five waves of aberration are chosen for illustration. The source image covers only a small patch of a mask field that is roughly 100 million nm across. Production steppers use light-mixing optics with Koehler-type illumination rather than a bare arc image. A real arc also breaks the assumption of uniform brightness. For a Gaussian arc image whose brightness falls to exp(−2) at 3000000 nm, the ray formula changes μ by 0.0003 at the centre and by 0.014 at a mask position 1500000 nm away, displaced along the line that joins the two mask points. At the centre this gives only the order of magnitude, because the diffraction tail, which the ray formula omits, adds a change of similar size: equation (25) gives about 0.0005 in all, of which 0.00025 is present without aberration. The change away from the centre is 7 percent of μ₀. To first order in the brightness gradient it is imaginary, since the weight is then odd across the aperture; it turns the phase of μ by about 0.07 rad and leaves the modulus nearly unchanged.

The same arc has a larger effect on exposure. With the ray aberration small compared with the arc, the mask intensity follows the source brightness, which at 1500000 nm is exp(−0.5) = 0.61 of the central value. Equal coherence therefore does not imply equal uniformity of dose. In this model, critical illumination can replace Koehler illumination where the source image is uniform over the mask region plus a margin for ray aberration and diffraction, where the aberration changes little between the mask points whose coherence matters, and where the two aperture weights agree.

Two other neglected effects are smaller here than those of the arc's brightness profile. Each wavelength in the lamp spectrum obeys the theorem separately; averaging μ₀ over a flat band 6 nm wide changes it by 1.0 × 10⁻⁵. Weighting the aperture by the cosine of the ray angle changes μ₀ by 1.9 × 10⁻⁴. Polarization is left out; the marginal rays have sinθ = 0.06, so the field component along the axis is at most about 6 percent of the amplitude. The numerical output lists the values used here.

Computed results

```
wavelength: 365 nm
condenser NA at mask: 0.06 (no unit)
mask separation: 3000 nm
source-image radius: 3000000 nm
spherical aberration: 5.0 waves
wavelength/NA: 6083.3 nm
v at mask separation: 3.0986 (no unit)
mu from 2 J1(v)/v: 0.19460 (no unit)
mu Koehler, Fresnel integral: 0.19460 (no unit)
first zero of mu: 3709.8 nm
test source radius: 90000 nm
mu critical, no aberration: 0.19792 -0.00000i (no unit)
D at centre, no aberration: 0.00689 (no unit)
mu critical, 3 waves defocus: 0.19857 -0.00000i (no unit)
D at centre, 3 waves defocus: 0.00825 (no unit)
mu critical, mixed aberration: 0.19859 -0.00023i (no unit)
D at centre, mixed aberration: 0.00761 (no unit)
D Airy formula, test source: 0.00688 (no unit)
largest mu error in tests: 0.00401 (no unit)
mu with apodized pupil: 0.40524 (no unit)
mu apodized, formula: 0.40514 (no unit)
Gaussian test, direct: 0.2420+0.1297j (no unit)
Gaussian test, ray formula: 0.2345+0.1374j (no unit)
largest ray aberration: 121667 nm
v for source radius: 3098.6 (no unit)
D full source, no aberration: 2.055e-04 (no unit)
D full source, aberrated: 2.058e-04 (no unit)
bound on mu error, full source: 4.117e-04 (no unit)
small source radius: 30000 nm
mu small source, no aberration: 0.2050 (no unit)
mu small source, aberrated: 0.5933 (no unit)
open pupil fraction, by radius: 0.6271 (no unit)
mu small source, ray formula: 0.5967 (no unit)
lamp bandwidth, full width: 6.0 nm
mu change, bandwidth: 1.01e-05 (no unit)
mu change, Gaussian arc centre: 2.86e-04 (no unit)
off-centre mask position: 1500000 nm
mu change, Gaussian arc off centre: 1.44e-02 (no unit)
aberration drift over separation: 0.0050 waves
mu change, aberration drift: 1.10e-03 (no unit)
mu change, obliquity weight: 1.90e-04 (no unit)
```
